# Onsager, Maxwell–Stefan and Fick Coefficients of a Binary Liquid: a program that tests the result

```python
"""
Result under test (binary liquid, uniform temperature and pressure):
  D_MS = kT x2 L11 / (n1 w2^2),  D_Fick = Gamma D_MS,  L_solvent = L11 / w2^2
L11: barycentric Onsager coefficient, flux_i = -sum_j L_ij grad mu_j
D_MS: Maxwell-Stefan coefficient, -grad mu1 = kT x2 (v1 - v2) / D_MS
Gamma: thermodynamic factor (x1/kT) d mu1/d x1
x, w, phi: mole, mass and volume fractions; n: number density
Microscopic model: particles with momentum-conserving pair friction and
matching thermal noise. One Cartesian component is enough (isotropy).
Units: eV, angstrom, ps; masses are converted from u to eV ps^2/A^2.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.linalg import expm
from scipy.special import gammaln

# ---------------------------------------------------------------- inputs
kT = 0.025
W = 0.04                              # regular-solution energy, eV
N1, N2 = 6, 24
mass_u = np.array([60.0, 20.0])
vol = np.array([60.0, 30.0])          # partial volumes, A^3
g11, g12, g22 = 0.2, 0.1, 0.05        # N times pair friction, eV ps/A^2
u_to_model = const.atomic_mass / const.e * (1e-10 / 1e-12) ** 2
mass = mass_u * u_to_model

N = N1 + N2
numbers = np.array([N1, N2])
x = numbers / N
w = x * mass / np.dot(x, mass)
box_volume = np.dot(numbers, vol)
dens = numbers / box_volume
n = dens.sum()
phi = dens * vol
species = np.array([0] * N1 + [1] * N2)
indicator = np.array([species == 0, species == 1], dtype=float)
m_particle = mass[species]
frames = {"barycentric": w, "molar": x, "volume": phi,
          "solvent": np.array([0.0, 1.0])}


def friction_matrix(like1, unlike, like2, spread=0.0):
    """Pair friction matrix; rows sum to zero (Newton's third law)."""
    table = np.array([[like1, unlike], [unlike, like2]]) / N
    pair = table[np.ix_(species, species)]
    noise = np.random.default_rng(7).uniform(-1, 1, (N, N))
    noise = np.triu(noise, 1)
    pair = pair * (1 + spread * (noise + noise.T))
    np.fill_diagonal(pair, 0.0)
    return np.diag(pair.sum(axis=1)) - pair


# equal-time velocity correlations at zero total momentum
C0 = kT * (np.diag(1 / m_particle) - 1 / m_particle.sum())


def integrated_correlations(Z, dt=0.001, steps=3000):
    """Simpson time integral of the velocity correlation matrix."""
    propagator = expm(-Z / m_particle[:, None] * dt)
    C = C0.copy()
    total = C.copy()
    for k in range(1, steps + 1):
        C = propagator @ C
        total += C * (1 if k == steps else (4 if k % 2 else 2))
    return total * dt / 3


def current_rows(a):
    """Species currents relative to the velocity a1 v1 + a2 v2."""
    reference = (a / numbers) @ indicator
    return indicator - numbers[:, None] * reference[None, :]


def onsager(K, a):
    rows = current_rows(a)
    return rows @ K @ rows.T / (box_volume * kT)


def ms_from_onsager(L_bary):
    return kT * x[1] * L_bary[0, 0] / (dens[0] * w[1] ** 2)


def ms_from_drift(Z, force1=1e-3):
    """Apply opposing forces of zero total and read the steady drift."""
    force = np.where(species == 0, force1, -force1 * N1 / N2)
    v = np.linalg.lstsq(Z, force, rcond=None)[0]
    u = v[species == 0].mean() - v[species == 1].mean()
    return kT * x[1] * u / force1, u, v @ Z @ v / box_volume


# ------------------- Onsager against Maxwell-Stefan, in four frames
for spread in (0.0, 0.8):
    Z = friction_matrix(g11, g12, g22, spread)
    K = integrated_correlations(Z)
    D_drift, u_drift, dissipation = ms_from_drift(Z)
    D_gk = ms_from_onsager(onsager(K, w))
    assert abs(D_gk / D_drift - 1) < 1e-6
    expected = n * kT * x[0] * x[1] * u_drift ** 2 / D_gk
    assert abs(dissipation / expected - 1) < 1e-6
    L_solv = dens[0] * D_drift / (x[1] * kT)
    L_b = onsager(K, w)
    for a in frames.values():
        direct = onsager(K, a)
        shape = np.array([dens[0] * a[1], -dens[1] * a[0]]) / dens[0]
        assert np.allclose(direct, L_solv * np.outer(shape, shape),
                           rtol=1e-6, atol=1e-6 * L_solv)
        B = np.eye(2) - np.outer(dens, a / dens)
        assert np.allclose(direct, B @ L_b @ B.T,
                           rtol=1e-8, atol=1e-8 * L_solv)
    if spread > 0:
        D_irregular_gk, D_irregular_drift = D_gk, D_drift

# ------------------- worked case: uniform species frictions
Z = friction_matrix(g11, g12, g22)
K = integrated_correlations(Z)
L_b = onsager(K, w)
L_s = onsager(K, frames["solvent"])[0, 0]
D_MS = ms_from_onsager(L_b)
D_MS_drift = ms_from_drift(Z)[0]
assert abs(D_MS / (kT / g12) - 1) < 1e-6
row1 = current_rows(w)[0]
current_variance = row1 @ C0 @ row1
relax_time = (row1 @ K @ row1) / current_variance
rate_formula = g12 * (x[1] / mass[0] + x[0] / mass[1])
assert abs(relax_time * rate_formula - 1) < 1e-6
self1, self2 = K[0, 0], K[-1, -1]
K_sticky = integrated_correlations(friction_matrix(5 * g11, g12, 5 * g22))
D_MS_sticky = ms_from_onsager(onsager(K_sticky, w))
assert abs(D_MS_sticky / D_MS - 1) < 1e-6
assert K_sticky[0, 0] < 0.8 * self1 and K_sticky[-1, -1] < 0.8 * self2

# ------------------- thermodynamic factor from the extensive Gibbs energy
A, B2, X, T, Ws, va, vb, vc = sp.symbols("A B X T W va vb vc", positive=True)
G = T * (A * sp.log(A / (A + B2)) + B2 * sp.log(B2 / (A + B2))) \
    + Ws * A * B2 / (A + B2)
at_x = {A: X, B2: 1 - X}
mu1_s = sp.diff(G, A).subs(at_x, simultaneous=True)
mu2_s = sp.diff(G, B2).subs(at_x, simultaneous=True)
gamma1 = X * sp.diff(mu1_s, X) / T
gamma2 = -(1 - X) * sp.diff(mu2_s, X) / T
gamma_closed = 1 - 2 * Ws * X * (1 - X) / T
assert sp.simplify(gamma1 - gamma_closed) == 0
assert sp.simplify(gamma2 - gamma_closed) == 0
Gamma = float(gamma1.subs({X: x[0], T: kT, Ws: W}))

# density gradient with composition-dependent partial volumes
V_s = A * va + B2 * vb + vc * A * B2 / (A + B2)
V_x = V_s.subs(at_x, simultaneous=True)
vbar2 = sp.diff(V_s, B2).subs(at_x, simultaneous=True)
assert sp.simplify(sp.diff(X / V_x, X) - vbar2 / V_x ** 2) == 0

# composition fluctuations: explicit sum over all compositions
M = 200000
k1 = np.arange(M + 1.0)
bias = kT * np.log(x[0] / x[1]) + W * (1 - 2 * x[0])
logp = (gammaln(M + 1) - gammaln(k1 + 1) - gammaln(M - k1 + 1)
        - W * k1 * (M - k1) / (M * kT) + bias * k1 / kT)
p = np.exp(logp - logp.max())
p /= p.sum()
mean1 = np.dot(p, k1)
scaled_variance = np.dot(p, (k1 - mean1) ** 2) / M
Gamma_fluct = x[0] * x[1] / scaled_variance
assert abs(Gamma_fluct / Gamma - 1) < 1e-3   # finite-size terms of order 1/M

D_Fick = Gamma * D_MS

# ------------------- weak composition wave driven by the Onsager matrix
points, length, eps = 64, 200.0, 1e-4
z = np.arange(points) * length / points
q = 2 * np.pi / length
wavenumbers = 2 * np.pi * np.fft.fftfreq(points, length / points)


def grad(f):
    return np.fft.ifft(1j * wavenumbers * np.fft.fft(f)).real


def sine_part(f):
    return 2 * np.mean(f * np.sin(q * z))


def cosine_part(f):
    return 2 * np.mean(f * np.cos(q * z))


xf = x[0] + eps * np.cos(q * z)
nf = 1 / (xf * vol[0] + (1 - xf) * vol[1])
wf = xf * mass[0] / (xf * mass[0] + (1 - xf) * mass[1])
mu1 = kT * np.log(xf) + W * (1 - xf) ** 2
mu2 = kT * np.log(1 - xf) + W * xf ** 2
J_b = -L_b @ np.array([grad(mu1), grad(mu2)])
J_v = J_b[0] - dens[0] * (vol @ J_b)
J_m = J_b[0] - x[0] * (J_b[0] + J_b[1])
J_s = J_b[0] - dens[0] / dens[1] * J_b[1]
decay_rate = cosine_part(grad(J_v)) / cosine_part(xf * nf)
assert abs(decay_rate / (D_Fick * q ** 2) - 1) < 1e-5
rho = np.dot(dens, mass)
D_solv_n1 = D_Fick / phi[1]
D_bary_n1 = D_Fick * w[1] / phi[1]
flux_forms = [
    (J_m, -n * D_Fick * grad(xf)),
    (J_b[0], -rho * D_Fick * grad(wf) / mass[0]),
    (J_s, -dens[1] * D_Fick * grad(xf / (1 - xf))),
    (J_v, -D_Fick * grad(xf * nf)),
    (J_s, -D_solv_n1 * grad(xf * nf)),
    (J_b[0], -D_bary_n1 * grad(xf * nf)),
]
for onsager_flux, fick_flux in flux_forms:
    assert abs(sine_part(onsager_flux) / sine_part(fick_flux) - 1) < 1e-5

# ------------------- fluxes for one chosen gradient
slope = 1e-3
gmu = kT * Gamma * slope * np.array([1 / x[0], -1 / x[1]])
flux_b = -L_b @ gmu
flux_s = flux_b[0] - dens[0] / dens[1] * flux_b[1]
flux_v = flux_b[0] - dens[0] * (vol @ flux_b)
rel_velocity = flux_b[0] / dens[0] - flux_b[1] / dens[1]
assert abs(rel_velocity / (-D_Fick * slope / (x[0] * x[1])) - 1) < 1e-6
assert abs(flux_s / (-L_s * gmu[0]) - 1) < 1e-6

to_si = const.angstrom ** 2 / const.pico
Lu = "1/(eV A ps)"
print(f"thermal energy kT = {kT:.3f} eV")
print(f"mixing energy W = {W:.3f} eV")
print(f"particles N1, N2 = {N1}, {N2}")
print(f"masses m1, m2 = {mass_u[0]:.0f}, {mass_u[1]:.0f} u")
print(f"masses m1, m2 = {mass[0]:.4e}, {mass[1]:.4e} eV ps^2/A^2")
print(f"partial volumes = {vol[0]:.0f}, {vol[1]:.0f} A^3")
print(f"frictions g11, g12, g22 = {g11}, {g12}, {g22} eV ps/A^2")
print(f"mole fractions x1, x2 = {x[0]:.4f}, {x[1]:.4f}")
print(f"mass fractions w1, w2 = {w[0]:.4f}, {w[1]:.4f}")
print(f"volume fractions phi1, phi2 = {phi[0]:.4f}, {phi[1]:.4f}")
print(f"box volume = {box_volume:.0f} A^3")
print(f"densities n1, n2 = {dens[0]:.6f}, {dens[1]:.6f} A^-3")
print(f"variance of barycentric current 1 = {current_variance:.4f} A^2/ps^2")
print(f"relaxation time of current 1 = {relax_time:.5f} ps")
print(f"barycentric L11 = {L_b[0, 0]:.6f} {Lu}")
print(f"barycentric L12 = {L_b[0, 1]:.6f} {Lu}")
print(f"barycentric L22 = {L_b[1, 1]:.6f} {Lu}")
print(f"solvent-fixed L = {L_s:.6f} {Lu}")
print(f"Maxwell-Stefan D from Green-Kubo = {D_MS:.6f} A^2/ps")
print(f"Maxwell-Stefan D from drift = {D_MS_drift:.6f} A^2/ps")
print(f"Maxwell-Stefan D = {D_MS * to_si:.4e} m^2/s")
print(f"D if L11 is misread as solvent-fixed = {D_MS*w[1]**2:.6f} A^2/ps")
print(f"irregular friction, D Green-Kubo = {D_irregular_gk:.6f} A^2/ps")
print(f"irregular friction, D drift = {D_irregular_drift:.6f} A^2/ps")
print(f"self-diffusion 1, 2 = {self1:.4f}, {self2:.4f} A^2/ps")
print(f"like-like friction x5: self-diffusion 1, 2 = "
      f"{K_sticky[0, 0]:.4f}, {K_sticky[-1, -1]:.4f} A^2/ps")
print(f"like-like friction x5: Maxwell-Stefan D = {D_MS_sticky:.6f} A^2/ps")
print(f"thermodynamic factor Gamma = {Gamma:.5f}")
print(f"particles in fluctuation sum = {M}")
print(f"N <dx1^2> from fluctuation sum = {scaled_variance:.5f}")
print(f"Gamma from fluctuation sum = {Gamma_fluct:.5f}")
print(f"Fick D = {D_Fick:.6f} A^2/ps")
print(f"Fick D = {D_Fick * to_si:.4e} m^2/s")
print(f"coefficient of grad n1, barycentric = {D_bary_n1:.6f} A^2/ps")
print(f"coefficient of grad n1, solvent-fixed = {D_solv_n1:.6f} A^2/ps")
print(f"wave length = {length:.0f} A")
print(f"wave decay rate from Onsager fluxes = {decay_rate:.5e} 1/ps")
print(f"D k^2 = {D_Fick * q**2:.5e} 1/ps")
print(f"chosen gradient of x1 = {slope:.1e} 1/A")
print(f"grad mu1, grad mu2 = {gmu[0]:.4e}, {gmu[1]:.4e} eV/A")
print(f"relative velocity v1-v2 = {rel_velocity:.4e} A/ps")
print(f"barycentric flux 1 = {flux_b[0]:.4e} 1/(A^2 ps)")
print(f"barycentric flux 2 = {flux_b[1]:.4e} 1/(A^2 ps)")
print(f"volume-frame flux 1 = {flux_v:.4e} 1/(A^2 ps)")
print(f"solvent-fixed flux 1 = {flux_s:.4e} 1/(A^2 ps)")
print("OK")
```

Running it gives:

```
thermal energy kT = 0.025 eV
mixing energy W = 0.040 eV
particles N1, N2 = 6, 24
masses m1, m2 = 60, 20 u
masses m1, m2 = 6.2186e-03, 2.0729e-03 eV ps^2/A^2
partial volumes = 60, 30 A^3
frictions g11, g12, g22 = 0.2, 0.1, 0.05 eV ps/A^2
mole fractions x1, x2 = 0.2000, 0.8000
mass fractions w1, w2 = 0.4286, 0.5714
volume fractions phi1, phi2 = 0.3333, 0.6667
box volume = 1080 A^3
densities n1, n2 = 0.005556, 0.022222 A^-3
variance of barycentric current 1 = 13.7836 A^2/ps^2
relaxation time of current 1 = 0.04442 ps
barycentric L11 = 0.022676 1/(eV A ps)
barycentric L12 = -0.068027 1/(eV A ps)
barycentric L22 = 0.204082 1/(eV A ps)
solvent-fixed L = 0.069444 1/(eV A ps)
Maxwell-Stefan D from Green-Kubo = 0.250000 A^2/ps
Maxwell-Stefan D from drift = 0.250000 A^2/ps
Maxwell-Stefan D = 2.5000e-09 m^2/s
D if L11 is misread as solvent-fixed = 0.081633 A^2/ps
irregular friction, D Green-Kubo = 0.249803 A^2/ps
irregular friction, D drift = 0.249803 A^2/ps
self-diffusion 1, 2 = 0.1906, 0.4089 A^2/ps
like-like friction x5: self-diffusion 1, 2 = 0.0914, 0.1185 A^2/ps
like-like friction x5: Maxwell-Stefan D = 0.250000 A^2/ps
thermodynamic factor Gamma = 0.48800
particles in fluctuation sum = 200000
N <dx1^2> from fluctuation sum = 0.32788
Gamma from fluctuation sum = 0.48799
Fick D = 0.122000 A^2/ps
Fick D = 1.2200e-09 m^2/s
coefficient of grad n1, barycentric = 0.104571 A^2/ps
coefficient of grad n1, solvent-fixed = 0.183000 A^2/ps
wave length = 200 A
wave decay rate from Onsager fluxes = 1.20409e-04 1/ps
D k^2 = 1.20409e-04 1/ps
chosen gradient of x1 = 1.0e-03 1/A
grad mu1, grad mu2 = 6.1000e-05, -1.5250e-05 eV/A
relative velocity v1-v2 = -7.6250e-04 A/ps
barycentric flux 1 = -2.4206e-06 1/(A^2 ps)
barycentric flux 2 = 7.2619e-06 1/(A^2 ps)
volume-frame flux 1 = -2.8241e-06 1/(A^2 ps)
solvent-fixed flux 1 = -4.2361e-06 1/(A^2 ps)
OK
```
